# Domain-Wall Width and Energy from a Soft Phonon Branch: test program

```python
"""
Result under test: for f = -(a/2)u^2 + (b/4)u^4 + (g/2)(du/dx)^2 the wall is
u = u0 tanh(x/w), u0 = sqrt(a/b), w = sqrt(2g/a), with energy per area
sigma = (2 sqrt2/3) a^(3/2) g^(1/2) / b.  The coefficients a and g come from
the unstable phonon branch: M omega^2(q)/Omega = -a + g q^2 - h q^4 + ...
u: mode amplitude; M: mode mass; Omega: cell volume; q: wave number along x.
The check is a discrete crystal of planes whose wall is relaxed directly.
A second displacement v, coupled to u through gradients, tests when the
gradient coefficient of the branch differs from that of a static wall.
Working units: angstrom, eV, atomic mass unit; frequencies in THz.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar

spacing, area = 4.0, 16.0            # plane spacing, cell area
volume = spacing * area
mass_u, mass_v = 50.0, 100.0
well_A, well_B = 1.0, 25.0           # cell energy -A u^2/2 + B u^4/4
spring1, spring2 = 3.0, 0.5          # first and second neighbour planes
spring_v, coupling = 8.0, 2.0        # v springs and u-v gradient coupling
ring_size = 40
# (eV/angstrom^2)/amu expressed in s^-2
rate2 = const.e / const.angstrom**2 / const.atomic_mass


def stiffness(n, reach, periodic):
    """Matrix of the sum over bonds of (u[i+reach]-u[i])^2."""
    eye = np.eye(n)
    if periodic:
        diff = np.roll(eye, reach, axis=1) - eye
    else:
        diff = eye[reach:] - eye[:-reach]
    return diff.T @ diff


def branch_frequencies(c):
    """Signed THz values at q=0, q1, 2 q1; negative means imaginary."""
    n = ring_size
    near = stiffness(n, 1, True)
    far = stiffness(n, 2, True)
    uu = spring1 * near + spring2 * far - well_A * np.eye(n)
    cross = c * near / np.sqrt(mass_u * mass_v)
    dyn = np.block([[uu / mass_u, cross],
                    [cross, spring_v * near / mass_v]])
    lam = np.linalg.eigvalsh(dyn)
    assert abs(lam[1] - lam[2]) < 1e-11 and abs(lam[3] - lam[4]) < 1e-11
    lam = lam[[0, 1, 3]] * rate2
    return np.sign(lam) * np.sqrt(abs(lam)) / (2 * np.pi * 1e12)


q1 = 2 * np.pi / (ring_size * spacing)


def expand_branch(freq):
    """Return a, g, h and the two slopes from three frequencies."""
    omega2 = np.sign(freq) * (2 * np.pi * 1e12 * freq)**2
    stiff = mass_u * omega2 / rate2 / volume
    s1 = (stiff[1] - stiff[0]) / q1**2
    s2 = (stiff[2] - stiff[0]) / (2 * q1)**2
    return -stiff[0], (4*s1 - s2)/3, (s1 - s2)/(3*q1**2), s1, s2


def relax_wall(A, c):
    """Newton relaxation of an odd wall; returns energy/area, half-width."""
    u0 = np.sqrt(A / well_B)
    half = int(12 * np.sqrt(2 * (spring1 + 4 * spring2) / A)) + 1
    n = 2 * half
    near = stiffness(n, 1, False)
    uu = spring1 * near + spring2 * stiffness(n, 2, False)
    odd = np.vstack([-np.eye(half)[::-1], np.eye(half)])
    x = (np.arange(n) - half + 0.5) * spacing
    guess_w = spacing * np.sqrt(2 * (spring1 + 4 * spring2) / A)
    z = np.concatenate([u0 * np.tanh(x[half:] / guess_w), np.zeros(half)])
    near_odd = odd.T @ near @ odd
    uu_odd = odd.T @ uu @ odd
    converged = False
    for _ in range(40):
        p, r = z[:half], z[half:]
        # each half-chain amplitude occurs on two planes
        grad = np.concatenate([
            uu_odd @ p + c * near_odd @ r + 2 * well_B * p * (p**2 - u0**2),
            c * near_odd @ p + spring_v * near_odd @ r])
        local = np.diag(2 * well_B * (3 * p**2 - u0**2))
        hess = np.block([[uu_odd + local, c * near_odd],
                         [c * near_odd, spring_v * near_odd]])
        step = np.linalg.solve(hess, -grad)
        z = z + step
        if np.max(abs(step)) < 1e-11:
            converged = True
            break
    assert converged
    assert np.linalg.eigvalsh(hess)[0] > 0
    u, v = odd @ z[:half], odd @ z[half:]
    energy = (np.sum(well_B / 4 * (u**2 - u0**2)**2) + u @ uu @ u / 2
              + spring_v * v @ near @ v / 2 + c * u @ near @ v)
    inner = abs(u) < 0.99 * u0
    width = CubicSpline(np.arctanh(u[inner] / u0), x[inner])(1.0)
    return energy / area, float(width)


def wall_formulas(a, b, g):
    return np.sqrt(2*g/a), 2*np.sqrt(2)/3 * a**1.5 * np.sqrt(g) / b


# Coefficients from the branch, compared with direct lattice sums
freq = branch_frequencies(0.0)
a, g, h, s1, s2 = expand_branch(freq)
b = well_B / volume
g_sum = (spring1 + 4 * spring2) * spacing**2 / volume
h_sum = (spring1 + 16 * spring2) * spacing**4 / 12 / volume
assert abs(a * volume / well_A - 1) < 1e-9
assert abs(g / g_sum - 1) < 2e-4
assert abs(h / h_sum - 1) < 0.02     # next power of q remains in h
w, sigma = wall_formulas(a, b, g)
u0 = np.sqrt(a / b)

# Profile obeys the Euler-Lagrange equation
X, sa, sb, sg = sp.symbols("x a b g", positive=True)
profile = sp.sqrt(sa/sb) * sp.tanh(X / sp.sqrt(2*sg/sa))
residual = sg*sp.diff(profile, X, 2) + sa*profile - sb*profile**3
assert sp.simplify(sp.expand(residual)) == 0

# Wall energy by quadrature, in space and between the wells
def excess(u):
    return b / 4 * (u**2 - u0**2)**2

grad_part = quad(lambda x: g/2*(u0/w/np.cosh(x/w)**2)**2, -15*w, 15*w,
                 points=[0], epsabs=1e-13)[0]
local_part = quad(lambda x: excess(u0*np.tanh(x/w)), -15*w, 15*w,
                  points=[0], epsabs=1e-13)[0]
bound = quad(lambda u: np.sqrt(2*g*excess(u)), -u0, u0, epsabs=1e-13)[0]
assert abs(grad_part / local_part - 1) < 1e-6
assert abs((grad_part + local_part) / sigma - 1) < 1e-6
assert abs(bound / sigma - 1) < 1e-8

# A straight ramp must cost more, even at its best length
def ramp_energy(length):
    local = quad(lambda x: excess(u0*x/length), -length, length)[0]
    return g * u0**2 / length + local

ramp = minimize_scalar(ramp_energy, bounds=(0.3*w, 6*w), method="bounded")
assert ramp.fun > sigma * 1.01

# Well depth found numerically, then the depth-width form of the energy
well = minimize_scalar(lambda u: -a*u*u/2 + b*u**4/4,
                       bounds=(0.01, 1.0), method="bounded")
depth = -well.fun
assert abs(8/3 * depth * w / sigma - 1) < 1e-6

# Discrete walls against the continuum and its first correction
rows = []
for A in (well_A, well_A/4, well_A/16):
    wc, sc = wall_formulas(A/volume, b, g)
    s_lat, w_lat = relax_wall(A, 0.0)
    small = h / (g * wc**2)
    rows.append((A, wc, w_lat, sc, s_lat, w_lat/wc - 1,
                 -(4*np.tanh(1) - 2)*small, s_lat/sc - 1, -0.4*small))
for row in rows:
    assert abs(row[5]) < 0.04 and abs(row[7]) < 0.02
last = rows[-1]
assert abs(last[5] / last[6] - 1) < 0.05
assert abs(last[7] / last[8] - 1) < 0.05

# Coupling to v: branch curvature against the static wall
g_branch = expand_branch(branch_frequencies(coupling))[1]
g_static = g - coupling**2 / spring_v * spacing**2 / volume
s_coupled, w_coupled = relax_wall(well_A, coupling)
ratio_s = s_coupled / rows[0][4]
ratio_w = w_coupled / rows[0][2]
ratio_theory = np.sqrt(g_static / g)
assert abs(g_branch / g - 1) < 0.01
assert abs(ratio_s - ratio_theory) < 0.005
assert abs(ratio_w - ratio_theory) < 0.01

print(f"plane spacing {spacing:.1f} A, cell area {area:.1f} A^2")
print(f"cell volume {volume:.1f} A^3, mode mass {mass_u:.1f} u")
print(f"cell well A {well_A:.2f} eV/A^2, B {well_B:.1f} eV/A^4")
print(f"springs K1 {spring1:.2f}, K2 {spring2:.2f} eV/A^2")
print(f"ring planes {ring_size}, q1 {q1:.6f} 1/A")
print("frequencies in THz, minus sign = imaginary:")
for label, value in zip(("q=0", "q1", "2 q1"), freq):
    print(f"  {label}: {value:.5f}")
print(f"slope s1 {s1:.6f}, s2 {s2:.6f} eV/A^3")
print(f"a {a:.6f} eV/A^5, b {b:.6f} eV/A^7")
print(f"g from branch {g:.6f}, lattice sum {g_sum:.6f} eV/A^3")
print(f"h from branch {h:.5f}, lattice sum {h_sum:.5f} eV/A")
print(f"u0 {u0:.4f} A, well depth {depth:.6e} eV/A^3")
print(f"half-width w {w:.4f} A = {w/10:.4f} nm")
to_mj = const.e / const.angstrom**2 * 1000
print(f"wall energy {sigma:.6e} eV/A^2 = {sigma*to_mj:.3f} mJ/m^2")
print(f"gradient part {grad_part:.6e} eV/A^2")
print(f"local part {local_part:.6e} eV/A^2")
print(f"best ramp energy / wall energy {ramp.fun/sigma:.4f}")
for row in rows:
    print(f"discrete wall, A = {row[0]:.4f} eV/A^2:")
    print(f"  w continuum {row[1]:.4f}, lattice {row[2]:.4f} A")
    print(f"  energy continuum {row[3]:.6e} eV/A^2")
    print(f"  energy lattice   {row[4]:.6e} eV/A^2")
    print(f"  w shift {100*row[5]:.4f} %, predicted {100*row[6]:.4f} %")
    print(f"  energy shift {100*row[7]:.4f} %,"
          f" predicted {100*row[8]:.4f} %")
print(f"v mass {mass_v:.1f} u, v spring {spring_v:.2f} eV/A^2")
print(f"u-v coupling {coupling:.2f} eV/A^2")
print(f"coupled g: branch {g_branch:.5f}, static {g_static:.5f} eV/A^3")
print(f"coupled lattice wall: w {w_coupled:.4f} A")
print(f"coupled lattice wall: energy {s_coupled:.6e} eV/A^2")
print(f"coupled/uncoupled: w {ratio_w:.5f}, energy {ratio_s:.5f}")
print(f"predicted ratio sqrt(g_static/g) {ratio_theory:.5f}")
print("finished without a failed check")
```

Output:

```
plane spacing 4.0 A, cell area 16.0 A^2
cell volume 64.0 A^3, mode mass 50.0 u
cell well A 1.00 eV/A^2, B 25.0 eV/A^4
springs K1 3.00, K2 0.50 eV/A^2
ring planes 40, q1 0.039270 1/A
frequencies in THz, minus sign = imaginary:
  q=0: -2.21088
  q1: -2.07067
  2 q1: -1.58716
slope s1 1.244360, s2 1.227617 eV/A^3
a 0.015625 eV/A^5, b 0.390625 eV/A^7
g from branch 1.249941, lattice sum 1.250000 eV/A^3
h from branch 3.61902, lattice sum 3.66667 eV/A
u0 0.2000 A, well depth 1.562500e-04 eV/A^3
half-width w 12.6488 A = 1.2649 nm
wall energy 5.270339e-03 eV/A^2 = 84.440 mJ/m^2
gradient part 2.635170e-03 eV/A^2
local part 2.635170e-03 eV/A^2
best ramp energy / wall energy 1.0954
discrete wall, A = 1.0000 eV/A^2:
  w continuum 12.6488, lattice 12.4042 A
  energy continuum 5.270339e-03 eV/A^2
  energy lattice   5.231028e-03 eV/A^2
  w shift -1.9343 %, predicted -1.8936 %
  energy shift -0.7459 %, predicted -0.7239 %
discrete wall, A = 0.2500 eV/A^2:
  w continuum 25.2976, lattice 25.1766 A
  energy continuum 6.587924e-04 eV/A^2
  energy lattice   6.575941e-04 eV/A^2
  w shift -0.4785 %, predicted -0.4734 %
  energy shift -0.1819 %, predicted -0.1810 %
discrete wall, A = 0.0625 eV/A^2:
  w continuum 50.5953, lattice 50.5357 A
  energy continuum 8.234905e-05 eV/A^2
  energy lattice   8.231319e-05 eV/A^2
  w shift -0.1176 %, predicted -0.1184 %
  energy shift -0.0435 %, predicted -0.0452 %
v mass 100.0 u, v spring 8.00 eV/A^2
u-v coupling 2.00 eV/A^2
coupled g: branch 1.25062, static 1.12494 eV/A^3
coupled lattice wall: w 11.7256 A
coupled lattice wall: energy 4.955701e-03 eV/A^2
coupled/uncoupled: w 0.94529, energy 0.94737
predicted ratio sqrt(g_static/g) 0.94868
finished without a failed check
```
